# Percolation energy in a Gaussian potential for a critical fraction of 0.17: a program that tests the result

```python
"""
Percolation energy of a classical particle in a Gaussian potential landscape.

Result under test: if the region V < E percolates at volume fraction p_c,
then E_p = V0 + s*x_c with Phi(x_c) = p_c; for p_c = 0.17, x_c = -0.954.
V0, s : mean and standard deviation of the potential (meV)
Phi   : standard normal cumulative distribution, phi its density
Tests : quadrature of the energy distribution, an independent root search,
        and cluster analysis of simulated random landscapes, one of them
        tuned so that its threshold fraction really is p_c.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.ndimage import gaussian_filter, gaussian_filter1d, label
from scipy.optimize import brentq

P_C = 0.17
V0 = 100.0
S = 40.0


def phi(x):
    return math.exp(-x * x / 2) / math.sqrt(2 * math.pi)


def series_term(x, n):
    return (-1)**n * x**(2*n + 1) / (2**n * math.factorial(n) * (2*n + 1))


def phi_cumulative(x):
    """Cumulative distribution from its power series."""
    total = sum(series_term(x, n) for n in range(25))
    return 0.5 + total / math.sqrt(2 * math.pi)


def allowed_fraction(energy):
    """Fraction with V < energy, by quadrature of the density in meV."""
    def density(v):
        return math.exp(-(v - V0)**2 / (2*S*S)) / (S*math.sqrt(2*math.pi))
    return quad(density, V0 - 12*S, energy, epsabs=1e-12, limit=200)[0]


def energy_by_search(fraction):
    """Percolation energy from quadrature and bracketing only."""
    return brentq(lambda e: allowed_fraction(e) - fraction,
                  V0 - 5*S, V0 + 5*S, xtol=1e-10)


def smoothed(noise, width):
    """Periodic smoothing of white noise, ensemble deviation kept at 1."""
    if width == 0:
        return noise
    reach = int(4 * width + 0.5)
    impulse = np.zeros(4*reach + 1)
    impulse[2*reach] = 1.0
    kernel = gaussian_filter1d(impulse, width)
    norm = np.sum(kernel**2)**(noise.ndim / 2)
    return gaussian_filter(noise, width, mode="wrap") / norm


def spans(mask, axis):
    """True if one connected cluster joins the two faces along axis."""
    labels, _ = label(mask)
    first = np.unique(np.take(labels, 0, axis=axis))
    last = np.unique(np.take(labels, -1, axis=axis))
    return bool(np.any(np.intersect1d(first, last) > 0))


def wraps(mask):
    """True if a cluster meets its own periodic image in any direction."""
    labels, _ = label(mask)
    link = {}  # cluster -> (ancestor cluster, image shift relative to it)

    def root_of(node):
        start = node
        shift = np.zeros(mask.ndim, dtype=int)
        while node in link:
            node, step = link[node]
            shift = shift + step
        if node != start:
            link[start] = (node, shift)
        return node, shift

    for axis in range(mask.ndim):
        last = np.take(labels, -1, axis=axis).ravel()
        first = np.take(labels, 0, axis=axis).ravel()
        touching = (last > 0) & (first > 0)
        pairs = np.unique(np.column_stack((last[touching], first[touching])),
                          axis=0)
        unit = np.zeros(mask.ndim, dtype=int)
        unit[axis] = 1
        for a, b in pairs.tolist():
            root_a, shift_a = root_of(a)
            root_b, shift_b = root_of(b)
            if root_a == root_b:
                if np.any(shift_b - shift_a != unit):
                    return True
            else:
                link[root_b] = (root_a, shift_a + unit - shift_b)
    return False


def threshold_level(field, connected, low, high, steps):
    """Lowest level at which the region below it is connected."""
    for _ in range(steps):
        middle = (low + high) / 2
        if connected(field < middle):
            high = middle
        else:
            low = middle
    return (low + high) / 2


def winding_thresholds(fields):
    """Winding level and filled fraction there, for each landscape."""
    levels, fractions = [], []
    for field in fields:
        level = threshold_level(field, wraps, -2.0, 0.0, 8)
        levels.append(level)
        fractions.append(np.mean(field < level))
    return np.array(levels), np.array(fractions)


def fresh_landscapes(rng, size, width, count):
    """Three-dimensional periodic landscapes, each followed by its inverse."""
    for _ in range(count):
        base = smoothed(rng.standard_normal((size,) * 3), width)
        yield base
        yield -base


# Newton iteration, starting one standard deviation below the mean
x0 = -1.0
x1 = x0 + (P_C - phi_cumulative(x0)) / phi(x0)
x2 = x1 + (P_C - phi_cumulative(x1)) / phi(x1)
x_c = x2
for _ in range(5):
    x_c += (P_C - phi_cumulative(x_c)) / phi(x_c)
E_p = V0 + S * x_c
slope = S / phi(x_c)

# Formula against quadrature and an independent root search
assert abs(allowed_fraction(E_p) - P_C) < 1e-9
assert abs(energy_by_search(P_C) - E_p) < 1e-6
assert abs(x_c + 0.95) < 0.005
# The first Newton step must bracket the root from above
assert allowed_fraction(V0 + S*x0) < P_C < allowed_fraction(V0 + S*x1)
assert abs(x2 - x_c) < 1e-5
# Sensitivity against a finite difference of independently found roots
step = 1e-3
difference = (energy_by_search(P_C + step)
              - energy_by_search(P_C - step)) / (2*step)
assert abs(difference / slope - 1) < 1e-3
E_015 = energy_by_search(0.15)
E_019 = energy_by_search(0.19)

print(f"Given critical volume fraction: {P_C:.2f}")
print(f"Mean potential V0: {V0:.1f} meV")
print(f"Standard deviation s: {S:.1f} meV")
for n in range(6):
    print(f"Series term n={n} at x=-1: {series_term(-1.0, n):.6f}")
print(f"Phi(-1): {phi_cumulative(x0):.6f}")
print(f"phi(-1): {phi(x0):.6f}")
print(f"First Newton value x1: {x1:.5f}")
print(f"Phi(x1): {phi_cumulative(x1):.6f}")
print(f"phi(x1): {phi(x1):.6f}")
print(f"Second Newton value x2: {x2:.5f}")
print(f"Converged x_c: {x_c:.5f}")
print(f"phi(x_c): {phi(x_c):.5f}")
print(f"Percolation energy E_p: {E_p:.2f} meV")
print(f"Depth below mean V0-E_p: {V0 - E_p:.2f} meV")
print(f"Fraction below E_p by quadrature: {allowed_fraction(E_p):.6f}")
print(f"Sensitivity dx_c/dp_c: {1/phi(x_c):.3f}")
print(f"Sensitivity dE_p/dp_c: {slope:.1f} meV per unit fraction")
print(f"Shift of E_p for +0.01 in p_c (linear): {0.01*slope:.2f} meV")
print(f"p_c=0.15: x={(E_015-V0)/S:.4f}, E_p={E_015:.2f} meV")
print(f"p_c=0.19: x={(E_019-V0)/S:.4f}, E_p={E_019:.2f} meV")

# The winding detector on simple shapes
rod = np.zeros((8, 8, 8), dtype=bool)
rod[:, 3, 3] = True
assert wraps(rod)
rod[4, 3, 3] = False  # still crosses the boundary, but no longer closes
assert not wraps(rod)

rng = np.random.default_rng(12345)

# Tune the smoothing width by the threshold fraction alone
SIZE_TUNE, COUNT_TUNE = 64, 5
noises = [rng.standard_normal((SIZE_TUNE,) * 3) for _ in range(COUNT_TUNE)]
narrow, wide = 0.3, 1.5
for _ in range(6):
    tuned_width = (narrow + wide) / 2
    _, fractions = winding_thresholds(
        smoothed(noise, tuned_width) for noise in noises)
    if fractions.mean() > P_C:
        narrow = tuned_width
    else:
        wide = tuned_width
tuned_width = (narrow + wide) / 2

# Fresh landscapes: tuned, uncorrelated and smooth
cases = (("tuned", 96, tuned_width, 4),
         ("uncorrelated", 64, 0.0, 4),
         ("smooth", 128, 2.0, 4))
results = {}
print(f"3D tuning boxes: {COUNT_TUNE}, {SIZE_TUNE} points per side")
for name, size, width, count in cases:
    levels, fractions = winding_thresholds(
        fresh_landscapes(rng, size, width, count))
    results[name] = (levels.mean(), fractions.mean())
    print(f"3D {name}: smoothing width {width:.3f} lattice spacings")
    print(f"3D {name}: {count} boxes and inverses, {size} points per side")
    print(f"3D {name}: mean threshold fraction {fractions.mean():.4f}")
    print(f"3D {name}: mean threshold level {levels.mean():.3f} s")
    print(f"3D {name}: scatter of level {levels.std(ddof=1):.3f} s")

# Two dimensions; no inverted copies, which duality would make redundant
SIZE2, WIDTH2, COUNT2 = 300, 3.0, 40
MARGIN2 = 12
lev2, fill2 = [], []
for _ in range(COUNT2):
    field = smoothed(rng.standard_normal((SIZE2 + 2*MARGIN2,) * 2), WIDTH2)
    field = field[MARGIN2:-MARGIN2, MARGIN2:-MARGIN2]
    for axis in range(2):
        level = threshold_level(field, lambda m: spans(m, axis),
                                -2.0, 2.0, 10)
        lev2.append(level)
        fill2.append(np.mean(field < level))
print(f"2D open square: {SIZE2} points per side")
print(f"2D smoothing width: {WIDTH2} grid spacings")
print(f"2D landscapes: {COUNT2}")
print(f"2D mean spanning level: {np.mean(lev2):.3f} s")
print(f"2D scatter of spanning level: {np.std(lev2, ddof=1):.3f} s")
print(f"2D mean filled fraction at spanning: {np.mean(fill2):.3f}")

# Tolerances allow for finite boxes, tuning resolution and sampling
assert abs(results["tuned"][1] - P_C) < 0.015
assert abs(results["tuned"][0] - x_c) < 0.06
# The energy formula must also hold at the other threshold fractions
for mean_level, mean_fraction in results.values():
    predicted = (energy_by_search(mean_fraction) - V0) / S
    assert abs(mean_level - predicted) < 0.05
# The threshold fraction is not universal: it falls with correlation
assert results["uncorrelated"][1] > P_C + 0.05
assert results["smooth"][1] < P_C - 0.03
assert results["smooth"][0] < x_c - 0.1
assert abs(np.mean(lev2)) < 0.10
assert abs(np.mean(fill2) - 0.5) < 0.04
print("PASS")
```

Output:

```
Given critical volume fraction: 0.17
Mean potential V0: 100.0 meV
Standard deviation s: 40.0 meV
Series term n=0 at x=-1: -1.000000
Series term n=1 at x=-1: 0.166667
Series term n=2 at x=-1: -0.025000
Series term n=3 at x=-1: 0.002976
Series term n=4 at x=-1: -0.000289
Series term n=5 at x=-1: 0.000024
Phi(-1): 0.158655
phi(-1): 0.241971
First Newton value x1: -0.95312
Phi(x1): 0.170266
phi(x1): 0.253307
Second Newton value x2: -0.95416
Converged x_c: -0.95417
phi(x_c): 0.25305
Percolation energy E_p: 61.83 meV
Depth below mean V0-E_p: 38.17 meV
Fraction below E_p by quadrature: 0.170000
Sensitivity dx_c/dp_c: 3.952
Sensitivity dE_p/dp_c: 158.1 meV per unit fraction
Shift of E_p for +0.01 in p_c (linear): 1.58 meV
p_c=0.15: x=-1.0364, E_p=58.54 meV
p_c=0.19: x=-0.8779, E_p=64.88 meV
3D tuning boxes: 5, 64 points per side
3D tuned: smoothing width 0.703 lattice spacings
3D tuned: 4 boxes and inverses, 96 points per side
3D tuned: mean threshold fraction 0.1688
3D tuned: mean threshold level -0.959 s
3D tuned: scatter of level 0.020 s
3D uncorrelated: smoothing width 0.000 lattice spacings
3D uncorrelated: 4 boxes and inverses, 64 points per side
3D uncorrelated: mean threshold fraction 0.3117
3D uncorrelated: mean threshold level -0.490 s
3D uncorrelated: scatter of level 0.007 s
3D smooth: smoothing width 2.000 lattice spacings
3D smooth: 4 boxes and inverses, 128 points per side
3D smooth: mean threshold fraction 0.1126
3D smooth: mean threshold level -1.217 s
3D smooth: scatter of level 0.037 s
2D open square: 300 points per side
2D smoothing width: 3.0 grid spacings
2D landscapes: 40
2D mean spanning level: 0.020 s
2D scatter of spanning level: 0.094 s
2D mean filled fraction at spanning: 0.508
PASS
```
